# Interband Absorption of Light by a Two-Dimensional Massless Dirac Cone: a program that tests the result

```python
"""
Result under test: a free-standing undoped sheet with massless Dirac cones
    H = v (tau sigma_x k_x + sigma_y k_y),  tau = +1, -1, two spins (g = 4)
absorbs the fraction pi*alpha of normally incident light, to first order in
alpha, independent of photon energy and of the velocity v.
Symbols: hv = hbar*v (eV angstrom), photon = hbar*omega (eV),
J = joint density of states per area, sigma = sheet conductivity,
alpha = fine-structure constant. Atomic units: hbar = e = m = 4 pi eps0 = 1,
c = 1/alpha. The electron charge is -1, so k is replaced by k + A(t).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
ALPHA = sc.fine_structure
HBAR_EVS = sc.hbar / sc.e
KB_EV = sc.k / sc.e
G = 4
PI_ALPHA = np.pi * ALPHA
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]], complex)


def interband_strength(tau, phi, pol):
    """|<upper| pol . dH/dk |lower>|^2 / v^2 from numerical eigenvectors."""
    h = tau * np.cos(phi) * SX + np.sin(phi) * SY
    _, vec = np.linalg.eigh(h)
    op = tau * pol[0] * SX + pol[1] * SY
    return abs(vec[:, 1].conj() @ op @ vec[:, 0]) ** 2


def joint_dos(hv, photon):
    """Derived joint density of states, 1/(eV angstrom^2)."""
    return G * photon / (8 * np.pi * hv**2)


def pulse_absorption(hv, photon):
    """Absorbed energy / incident fluence from the time-dependent
    Schroedinger equation, without the golden rule."""
    v = hv / (HARTREE * BOHR)
    w = photon / HARTREE
    n_k, n_phi, k_max = 300, 12, 0.6 * BOHR      # same k-grid in every case
    dk, dphi = k_max / n_k, 2 * np.pi / n_phi
    k = ((np.arange(n_k) + 0.5) * dk)[:, None]
    phi = ((np.arange(n_phi) + 0.5) * dphi)[None, :]
    kx, ky = k * np.cos(phi), k * np.sin(phi)
    width, dt = 8 / w, 0.05 / w
    t = np.arange(-6 * width, 6 * width, dt) + dt / 2
    a0 = 1e-3 * w / v
    envelope = a0 * np.exp(-t**2 / (2 * width**2))
    a_t = envelope * np.cos(w * t)
    e_t = envelope * (w * np.sin(w * t) + t / width**2 * np.cos(w * t))
    fluence = np.sum(e_t**2) * dt / (4 * np.pi * ALPHA)
    ux, uy = np.cos(0.4), np.sin(0.4)            # polarization direction
    absorbed = 0.0
    for tau in (1, -1):
        phase = (tau * kx + 1j * ky) / k
        up = np.full(phase.shape, 1 / np.sqrt(2), complex)
        dn = -phase / np.sqrt(2)
        for a in a_t:
            h = v * (tau * (kx + a * ux) + 1j * (ky + a * uy))
            size = np.abs(h)
            cosine = np.cos(size * dt)
            s = -1j * np.sin(size * dt) / size
            up, dn = (cosine * up + s * h.conj() * dn,
                      cosine * dn + s * h * up)
        excited = np.abs(up + phase.conj() * dn) ** 2 / 2
        spin = 2
        absorbed += spin * np.sum(excited * 2 * v * k * k) \
            * dk * dphi / (2 * np.pi) ** 2
    return absorbed / fluence


# Interband matrix element and its angular mean
polarizations = {"linear x": (1, 0),
                 "linear 40 deg": (np.cos(np.radians(40)),
                                   np.sin(np.radians(40))),
                 "circular": (1 / np.sqrt(2), 1j / np.sqrt(2))}
angles = (np.arange(24) + 0.3) * 2 * np.pi / 24
angular_mean = {}
for name, pol in polarizations.items():
    for tau in (1, -1):
        found = np.array([interband_strength(tau, p, pol) for p in angles])
        derived = np.abs(pol[1] * np.cos(angles)
                         - pol[0] * np.sin(angles)) ** 2
        assert np.allclose(found, derived, atol=1e-12)
        assert abs(found.mean() - 0.5) < 1e-12
        angular_mean[name, tau] = found.mean()

# Joint density of states: count k-points of a periodic square
box, hv_ref, photon_ref = 8000.0, 6.0, 2.0
n = np.arange(-300, 301) * 2 * np.pi / box
gap = 2 * hv_ref * np.hypot(n[:, None], n[None, :])
in_shell = np.abs(gap - photon_ref) < 0.05 * photon_ref
counted_dos = G * in_shell.sum() / box**2 / (0.1 * photon_ref)
assert abs(counted_dos / joint_dos(hv_ref, photon_ref) - 1) < 0.01

# Worked example: golden rule number by number, then direct propagation
field = 1e-4                                     # V/angstrom
incident = 0.5 * sc.epsilon_0 * sc.c * (field * 1e10) ** 2 / sc.e * 1e-20
print(f"pi*alpha = {PI_ALPHA:.6f} = {100 * PI_ALPHA:.3f} percent")
print(f"field amplitude E0 = {field:.1e} V/angstrom")
print(f"incident intensity = {incident:.4e} eV/(s angstrom^2)")
for hv, photon in ((6.0, 2.0), (6.0, 1.0), (3.0, 2.0)):
    k_res = photon / (2 * hv)
    coupling = hv * field / (2 * photon)
    dos = joint_dos(hv, photon)
    rate = 2 * np.pi / HBAR_EVS * coupling**2 * 0.5 * dos
    power = rate * photon
    golden = power / incident
    direct = pulse_absorption(hv, photon)
    assert abs(golden / PI_ALPHA - 1) < 1e-6
    # time step and weak saturation leave errors of a few 1e-4
    assert abs(direct / PI_ALPHA - 1) < 2e-3
    print(f"case: hbar v = {hv:.1f} eV angstrom, photon = {photon:.1f} eV")
    print(f"  resonant k = {k_res:.5f} 1/angstrom")
    print(f"  coupling = {coupling:.3e} eV")
    print(f"  joint DOS = {dos:.4e} 1/(eV angstrom^2)")
    print(f"  transition rate = {rate:.4e} 1/(s angstrom^2)")
    print(f"  absorbed power = {power:.4e} eV/(s angstrom^2)")
    print(f"  absorbed fraction, golden rule = {golden:.6f}")
    print(f"  absorbed fraction, propagation = {direct:.6f}")
print(f"joint DOS by counting, first case = {counted_dos:.4e} "
      "1/(eV angstrom^2)")
for name in polarizations:
    print(f"angular mean, {name} = {angular_mean[name, 1]:.4f}")

# Sheet conductivity in SI units
sigma_si = sc.e**2 / (4 * sc.hbar)
assert abs(sigma_si / (sc.epsilon_0 * sc.c) / PI_ALPHA - 1) < 1e-8
print(f"sheet conductivity e^2/(4 hbar) = {sigma_si:.4e} S")

# Local field: thin absorbing slab by transfer matrix against the formula
thickness = 0.01                                 # angstrom
k_light = photon_ref / (HBAR_EVS * sc.c * 1e10)  # 1/angstrom
index = np.sqrt(1 + 1j * PI_ALPHA / (k_light * thickness))
delta = index * k_light * thickness
m11, m12 = np.cos(delta), -1j * np.sin(delta) / index
m21, m22 = -1j * index * np.sin(delta), np.cos(delta)
total = m11 + m12 + m21 + m22
transmitted = abs(2 / total) ** 2
reflected = abs((m11 + m12 - m21 - m22) / total) ** 2
slab = 1 - transmitted - reflected
corrected = PI_ALPHA / (1 + PI_ALPHA / 2) ** 2
assert abs(slab / corrected - 1) < 1e-4
print(f"absorbed with local field, formula = {corrected:.6f}")
print(f"absorbed with local field, thin slab = {slab:.6f}")
print(f"transmitted with local field = {transmitted:.6f}")
print(f"reflected with local field = {reflected:.3e}")

# Imaginary conductivity when interband absorption stops at a cutoff
cutoff = 20.0                                    # eV
principal, _ = quad(lambda s: 1 / (s + photon_ref), 0, cutoff,
                    weight="cauchy", wvar=photon_ref)
imag_ratio = -2 * photon_ref / np.pi * principal
imag_formula = np.log((cutoff + photon_ref) / (cutoff - photon_ref)) / np.pi
assert abs(imag_ratio - imag_formula) < 1e-7
with_imag = PI_ALPHA / abs(1 + PI_ALPHA * (1 + 1j * imag_ratio) / 2) ** 2
assert abs(with_imag / corrected - 1) < 1e-5
print(f"Im/Re conductivity, 2 eV photon, cutoff {cutoff:.0f} eV = "
      f"{imag_ratio:.4f}")
print(f"relative change of absorption by it = "
      f"{with_imag / corrected - 1:.1e}")

# Thermal occupation: absorption minus stimulated emission, node filling
temperature = 300.0
kt = KB_EV * temperature
print(f"kT at {temperature:.0f} K = {kt:.5f} eV")
for photon in (2.0, 0.1):
    f_low = 1 / (np.exp(-photon / (2 * kt)) + 1)
    f_high = 1 / (np.exp(photon / (2 * kt)) + 1)
    net = f_low * (1 - f_high) - f_high * (1 - f_low)
    assert abs(net - np.tanh(photon / (4 * kt))) < 1e-12
    print(f"thermal factor at {photon:.1f} eV = {net:.4f}, "
          f"absorbed fraction = {net * PI_ALPHA:.6f}")

print("verified")
```

Running it gives:

```
pi*alpha = 0.022925 = 2.293 percent
field amplitude E0 = 1.0e-04 V/angstrom
incident intensity = 8.2838e+07 eV/(s angstrom^2)
case: hbar v = 6.0 eV angstrom, photon = 2.0 eV
  resonant k = 0.16667 1/angstrom
  coupling = 1.500e-04 eV
  joint DOS = 8.8419e-03 1/(eV angstrom^2)
  transition rate = 9.4954e+05 1/(s angstrom^2)
  absorbed power = 1.8991e+06 eV/(s angstrom^2)
  absorbed fraction, golden rule = 0.022925
  absorbed fraction, propagation = 0.022920
case: hbar v = 6.0 eV angstrom, photon = 1.0 eV
  resonant k = 0.08333 1/angstrom
  coupling = 3.000e-04 eV
  joint DOS = 4.4210e-03 1/(eV angstrom^2)
  transition rate = 1.8991e+06 1/(s angstrom^2)
  absorbed power = 1.8991e+06 eV/(s angstrom^2)
  absorbed fraction, golden rule = 0.022925
  absorbed fraction, propagation = 0.022920
case: hbar v = 3.0 eV angstrom, photon = 2.0 eV
  resonant k = 0.33333 1/angstrom
  coupling = 7.500e-05 eV
  joint DOS = 3.5368e-02 1/(eV angstrom^2)
  transition rate = 9.4954e+05 1/(s angstrom^2)
  absorbed power = 1.8991e+06 eV/(s angstrom^2)
  absorbed fraction, golden rule = 0.022925
  absorbed fraction, propagation = 0.022920
joint DOS by counting, first case = 8.8475e-03 1/(eV angstrom^2)
angular mean, linear x = 0.5000
angular mean, linear 40 deg = 0.5000
angular mean, circular = 0.5000
sheet conductivity e^2/(4 hbar) = 6.0853e-05 S
absorbed with local field, formula = 0.022409
absorbed with local field, thin slab = 0.022409
transmitted with local field = 0.977463
reflected with local field = 1.284e-04
Im/Re conductivity, 2 eV photon, cutoff 20 eV = 0.0639
relative change of absorption by it = -5.2e-07
kT at 300 K = 0.02585 eV
thermal factor at 2.0 eV = 1.0000, absorbed fraction = 0.022925
thermal factor at 0.1 eV = 0.7474, absorbed fraction = 0.017134
verified
```
